# Choosing the Reference Energy in Folded-Spectrum Calculations of Quantum Dots

## Three levels and one setting

Take a dot with three levels: a valence edge $E_v$, a conduction edge $E_c=E_v+g$, and a second conduction level $E_c+\delta$, with $\delta<g$. We want the state at $E_c$. It is neither the lowest nor the highest level, so minimizing the energy does not find it. Minimizing the squared distance from a reference energy $E_\text{ref}$ can.

Put the reference a distance $d$ below the wanted level, $E_\text{ref}=E_c-d$. The squared distances are

$$E_c:\ d^2,\qquad E_c+\delta:\ (d+\delta)^2,\qquad E_v:\ (g-d)^2 .$$

The wanted level is lowest if $0\le d<g/2$. Its competitors lie above it by

$$(d+\delta)^2-d^2=\delta(2d+\delta),\qquad (g-d)^2-d^2=g(g-2d).$$

The first separation grows with $d$ and the second shrinks, so the smaller of the two is largest where they are equal:

$$2d\delta+\delta^2=g^2-2dg\ \Rightarrow\ 2d(g+\delta)=(g-\delta)(g+\delta)\ \Rightarrow\ d^*=\frac{g-\delta}{2}.$$

There both separations equal $\delta(g-\delta+\delta)=\delta g$. With the reference on the wanted level, $d=0$, the separation is only $\delta^2$. Moving the reference away from the target has widened the separation by the factor $g/\delta$.

This is the main fact behind the reference-energy setting. A real calculation adds many remote levels, which set the scale against which the separation must be resolved.

## What the folded functional finds

For a finite Hermitian matrix $H$ and normalized $\psi$, define

$$F[\psi]=\langle\psi|(H-E_\text{ref})^2|\psi\rangle .$$

Expand $\psi=\sum_i c_i\phi_i$ in eigenvectors of $H$. Then $F=\sum_i|c_i|^2(E_i-E_\text{ref})^2$, a weighted mean of squared distances. Its minimum is the smallest of them, reached when all the weight lies on the nearest level.

With $\varepsilon=\langle H\rangle$, write $H-E_\text{ref}=(H-\varepsilon)+(\varepsilon-E_\text{ref})$. The cross term vanishes because $\langle H-\varepsilon\rangle=0$, so

$$F=r^2+(\varepsilon-E_\text{ref})^2,\qquad r=\|(H-\varepsilon)\psi\| .$$

The first term is the energy variance, which vanishes for an eigenstate. The second pulls the mean energy toward the reference.

Folding fails at exact midgap. The two edges are then equally distant, and every mixture of them minimizes $F$. If the conduction weight is $w$, then $\varepsilon=wE_c+(1-w)E_v$, and

$$r^2=w(1-w)^2g^2+(1-w)w^2g^2=w(1-w)g^2 .$$

In the dot treated below, a random start at midgap gave $w=0.714$. With $g=2.457$ eV this means $r=2.457\sqrt{0.714\times0.286}=1.110$ eV, as found. The minimization of $F$ had converged, yet the vector was not an eigenstate. The residual to inspect is therefore that of $H$, not that of the folded operator.

## A dot with a guaranteed gap

The example is a cube of $L^3$ cells on a simple-cubic lattice of spacing $a$, with one conduction and one valence orbital per cell, each with two spin states. The bulk valence edge is the zero of energy. Without interband coupling the bulk bands are

$$e_c=E_g+t_c\sum_j(2-2\cos k_ja),\qquad e_v=-t_v\sum_j(2-2\cos k_ja).$$

At small $k$, $2-2\cos k_ja\approx k_j^2a^2$. Matching $t a^2k^2$ to $\hbar^2k^2/2m$ gives $t=\hbar^2/(2ma^2)$ for each band.

The band edges are taken to have the same parity, so the coupling must be even in $\mathbf k$. With $s_j=\sin k_ja$ and $\mathbf q=(s_ys_z,\,s_zs_x,\,s_xs_y)$, use

$$H_{\mathbf k}=\begin{pmatrix}e_c&iV\,\mathbf q\cdot\boldsymbol\sigma\\-iV\,\mathbf q\cdot\boldsymbol\sigma&e_v\end{pmatrix}.$$

Time reversal changes the signs of $i$, $\boldsymbol\sigma$ and $\mathbf k$. The products in $\mathbf q$ are unchanged and the other two signs cancel, so the model is time-reversal symmetric. Each level is then at least twofold degenerate: from $(\psi_\uparrow,\psi_\downarrow)$ in each band, the partner is $(\psi_\downarrow^*,-\psi_\uparrow^*)$.

To obtain the bulk bands, subtract the mean $(e_c+e_v)/2$ and set $h=(e_c-e_v)/2$. In the square of the remaining matrix the off-diagonal blocks cancel, and $(\mathbf q\cdot\boldsymbol\sigma)^2=|\mathbf q|^2$. Hence

$$E_\pm=\frac{e_c+e_v}{2}\pm\sqrt{h^2+V^2|\mathbf q|^2}.$$

Since $|\mathbf q|^2$ is of fourth order in $k$, the coupling leaves the band-edge masses unchanged.

In the finite cube, $2-2\cos k_ja$ becomes twice the amplitude minus its two neighbours, and $\sin k_ja$ becomes $-i$ times half the difference of the neighbours. Amplitudes outside the cube are zero. The matrix has the form

$$H=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix},\qquad A=E_g+t_cK,\quad D=-t_vK .$$

The eigenvalues of $K$ are $\sum_j[2-2\cos(\pi n_j/(L+1))]$ with $n_j=1,\dots,L$, all positive.

No dot level can lie in the bulk gap. For $\psi=(u,v)$ and $0\le E\le E_g$, take the inner product of $(H-E)\psi$ with $(u,-v)$. The coupling contributes $u^\dagger Bv-v^\dagger B^\dagger u$, a number minus its complex conjugate, which is imaginary. The real part is

$$u^\dagger(A-E)u+v^\dagger(E-D)v>0\quad\text{for }\psi\neq0,$$

so $(H-E)\psi$ cannot vanish. As $V$ is increased from zero, no level can cross this interval, and half the levels stay on each side.

This gives a practical rule for this class of model: a reference inside the bulk gap lies between the dot's edges, even before those edges are known. After convergence, $\varepsilon>E_\text{ref}$ indicates a conduction state and $\varepsilon<E_\text{ref}$ a valence state. The argument requires the diagonal blocks to stay bounded by the bulk edges. Hard walls ensure this, as do barriers that only raise $A$ and lower $D$. Surface states or defect levels in the gap would invalidate it.

## The condition number

An iterative minimizer must separate the target from its nearest competitor while handling the whole spectrum. Let $\lambda_1<\lambda_2<\dots<\lambda_\text{max}$ be the distinct folded levels, and define

$$\kappa=\frac{\lambda_\text{max}-\lambda_1}{\lambda_2-\lambda_1}.$$

Distinct levels are used because any vector in the degenerate target space is acceptable. Let $W=E_\text{max}-E_c$ and $U=E_c-E_\text{min}$.

A conduction level at $E_c+x$ lies above the folded target by $x(x+2d)$, which increases with $x$. A valence level at $E_c-y$ lies above it by $(y-d)^2-d^2=y(y-2d)$, which increases for $y>d$. The extremes therefore come from the ends of the two groups:

$$\kappa(d)=\frac{\max[\,W(W+2d),\;U(U-2d)\,]}{\min[\,\delta(2d+\delta),\;g(g-2d)\,]} .$$

The remote levels do not move the optimum. Set $x=2d$ and assume $W>\delta$ and $U>g$.

- For $d<d^*$ the denominator is $\delta(\delta+x)$. The ratio $(W+x)/(\delta+x)$ has derivative $(\delta-W)/(\delta+x)^2<0$. The ratio $(U-x)/(\delta+x)$ also falls, since its numerator falls and its denominator rises.
- For $d>d^*$ the denominator is $g(g-x)$. The ratio $(W+x)/(g-x)$ rises, and $(U-x)/(g-x)$ has derivative $(U-g)/(g-x)^2>0$.

Both candidates fall before $d^*$ and rise after it, and so does their maximum. The best reference is

$$E_\text{ref}^*=E_c-\frac{g-\delta}{2}=\frac{E_c+E_v}{2}+\frac{\delta}{2},$$

half a level spacing above midgap. For the valence edge, apply the same result to $-H$: the reference goes half the valence spacing below midgap.

## How much does squaring cost?

The yardstick is direct minimization of $H$ for the same state, with all valence states lifted to $E_\text{max}$. This requires knowing those states, so it is a comparison and not a practical alternative. Its condition number is $\kappa_\text{dir}=W/\delta$.

It is tempting to say that squaring the operator squares the condition number. That holds for $d=0$ and $W\ge U$, where $\kappa=W^2/\delta^2$. At the best reference, when the upper end dominates,

$$\frac{\kappa(d^*)}{\kappa_\text{dir}}=\frac{W(W+g-\delta)}{\delta g}\,\frac{\delta}{W}=\frac{W+g-\delta}{g}.$$

The penalty no longer contains $1/\delta$. For $W\gg g$ it is about $W/g$, which is still large for a basis reaching very high energies. Preconditioning, which changes the effective spectrum, is outside this analysis.

Size enters through $\delta$. Without coupling, the first spacing in the cube is

$$\delta=2t_c\left[\cos\frac{\pi}{L+1}-\cos\frac{2\pi}{L+1}\right]\approx\frac{3\pi^2t_c}{(L+1)^2}$$

for large $L$. At fixed bandwidths, $\kappa$ then grows as $L^4$ with the reference on the edge, but as $L^2$ at $d^*$. Between coupled cubes with $L=5$ and $L=7$, the exponents in $L+1$ were 3.66 and 2.26. These are local exponents at small sizes, not the asymptotic ones.

## From condition number to steps

After $n$ applications of the folded operator $M=(H-E_\text{ref})^2$ to a start vector $b$, the available vectors are $p(M)b$, with $p$ a polynomial of degree at most $n$. They form the Krylov space. Let $\varphi_0$ be the angle between $b$ and the target space, and choose the Chebyshev polynomial

$$p(\lambda)=T_n\!\left(\frac{\lambda_\text{max}+\lambda_2-2\lambda}{\lambda_\text{max}-\lambda_2}\right).$$

On the unwanted levels its argument lies in $[-1,1]$, so $|p|\le1$. At $\lambda_1$, divide numerator and denominator by $\lambda_2-\lambda_1$; the argument becomes $(\kappa+1)/(\kappa-1)$. The trial vector $p(M)b$ thus has an angle $\theta$ to the target with

$$\tan\theta\le\frac{\tan\varphi_0}{T_n(z)},\qquad z=\frac{\kappa+1}{\kappa-1}.$$

Its excess in $F$ is at most $(\lambda_\text{max}-\lambda_1)\sin^2\theta$. The minimizer over the full Krylov space has no larger an excess, and its own excess is at least $(\lambda_2-\lambda_1)\sin^2\varphi_n$. Combining these and using $\sin\theta\le\tan\theta$,

$$\sin\varphi_n\le\frac{\sqrt\kappa\,\tan\varphi_0}{T_n(z)} .$$

For large $\kappa$, $\operatorname{arccosh}z\approx2/\sqrt\kappa$ and $T_n(z)\approx\tfrac12e^{2n/\sqrt\kappa}$. To guarantee an angular error $\eta$ it suffices to take about

$$n\approx\frac{\sqrt\kappa}{2}\ln\frac{2\sqrt\kappa\,\tan\varphi_0}{\eta}$$

steps. This is an upper estimate, not a predicted count.

A practical method avoids storing the whole space. At each step it minimizes $F$ among combinations of three vectors: the current state, the gradient $(M-F)\psi$, and the previous search direction. Its iterates lie in the same Krylov space, so at equal step number its $F$ cannot be lower than that of the full minimizer. The Chebyshev guarantee does not carry over to it.

## A 3 nm cube

The rough inputs are $a=0.43$ nm, $E_g=2.2$ eV, and electron and hole masses of 1.0 and 0.6 $m_e$. They give $t_c=0.206$ eV and $t_v=0.343$ eV. The coupling $V=0.5$ eV is a model choice. With $L=7$ there are 343 cells and $4\times343=1372$ basis states.

Full diagonalization gives

$$E_v=-0.1602\ \text{eV},\qquad E_c=2.2972\ \text{eV},\qquad g=2.4574\ \text{eV}=3.937\times10^{-19}\ \text{J}.$$

Folding with references at 1.5 and 0.6 eV, chosen inside the bulk gap, reproduced $E_c$ and $E_v$ to within $2\times10^{-12}$ eV. As a test on a larger matrix, an uncoupled cube with $L=12$ and 6912 basis states agreed with its closed-form edge, $E_g+6t_c[1-\cos(\pi/13)]=2.235926$ eV, to $6\times10^{-12}$ eV. These figures measure the solver's accuracy, not the model's. A continuum version with the same walls, band-edge masses and small-$k$ coupling moves the two edges by 3 to 4 meV and raises the first conduction spacing by roughly 10 meV.

For the conduction edge, $\delta=0.0936$ eV, $W=2.283$ eV and $U=6.263$ eV. The bottom of the valence band is the farthest level, so the $U$ term dominates. With the reference on the edge,

$$\kappa(0)=\left(\frac{6.2626}{0.09355}\right)^2\approx4481 .$$

The best offset is $d^*=(2.4574-0.0936)/2=1.182$ eV, which places the reference at 1.115 eV. There

$$\kappa(d^*)=\frac{6.263\,(6.263-2.364)}{0.0936\times2.457}\approx106 ,$$

against $\kappa_\text{dir}=2.283/0.0936\approx24$. The next table gives the steps needed for an angular error of $10^{-5}$ rad, averaged over the same three random starts.

| $d$ (eV) | $\kappa$ | Full Krylov | Bound | Three-vector |
|---|---:|---:|---:|---:|
| Direct | 24 | 29 | 42 | 39 |
| 0 | 4481 | 248 | 669 | 690 |
| 0.614 | 255 | 88 | 148 | 153 |
| 1.182 | 106 | 59 | 93 | 96 |
| 1.216 | 397 | 70 | 187 | 135 |

At the best reference the three-vector method takes 2.5 times as many steps as direct minimization; at the edge it takes 18 times as many. Each folded step needs two successive products with $H$ instead of one, so the ratios of $H$ products are 5.0 and 36. The work of lifting the valence states in the direct calculation is not included.

Over five references from $d=0$ to $d^*$, the fitted exponent of steps against $\kappa$ was 0.53 for the three-vector method and 0.39 for the full Krylov minimizer. The latter does better than the square-root estimate. The bound allows this: it uses only the ends $\lambda_2$ and $\lambda_\text{max}$ of the unwanted spectrum, not the positions of the levels between them. For these three starts the three-vector averages slightly exceed the Chebyshev bound at $d=0$, 0.614 and 1.182 eV, which is allowed because the bound does not apply to that method. The three-vector counts scatter by 10 to 20% from start to start; six other starts at $d=0$ averaged about 570 steps, below the bound. The step ratios and the exponent 0.53 carry this uncertainty.

## Setting the reference in practice

The optimum is lopsided. Moving from $d=1.182$ to 0.614 eV, toward the wanted edge, raises $\kappa$ from 106 to 255. Moving only 0.034 eV the other way, toward midgap, raises it to 397. A little farther lies the mixing point, and beyond that the minimum belongs to the valence edge.

For an unpreconditioned calculation with $\delta\ll g$, this suggests the following procedure.

1. Start inside the bulk gap, close to the bulk edge of the wanted band. Obtain rough values of both edges from two loosely converged runs, each continued until $r$ is about a tenth of $|\varepsilon-E_\text{ref}|$; in this cube that locates the edge to about 0.01 eV, whereas stopping at three tenths can leave errors of 0.2 to 0.3 eV. The sign of $\varepsilon-E_\text{ref}$ then indicates which edge each run is approaching. If the two confinement energies differ by more than the bulk gap, every reference in that gap finds the same edge; then move the reference past the bulk edge toward the missing level.
2. Place the final reference between one quarter of the dot gap from the wanted edge and the optimum near midgap. In this example the quarter-gap choice costs 153 steps instead of 96, but leaves a margin of 0.61 eV to midgap.
3. Avoid placing the reference on the expected level. Here that choice costs roughly 600 to 700 steps on average, depending on the starts.
4. Judge convergence by the residual $r$ of $H$, and repeat from another start. A small residual certifies that a level is nearby, but not that it is the band edge.

The certificate follows from $r^2=\sum_i|c_i|^2(E_i-\varepsilon)^2$: some level must lie within $r$ of $\varepsilon$. A sharper bound is available when the neighbours are known. Let $\alpha<E_c<\beta$ be adjacent distinct levels, with $\alpha<\varepsilon<\beta$. No level lies strictly between $E_c$ and $\beta$, so

$$0\le\langle(H-E_c)(H-\beta)\rangle=r^2+(\varepsilon-E_c)(\varepsilon-\beta),$$

and therefore $\varepsilon-E_c\le r^2/(\beta-\varepsilon)$. The pair $\alpha,E_c$ gives $E_c-\varepsilon\le r^2/(\varepsilon-\alpha)$ in the same way. The energy error is thus at most $r^2/D$, where $D$ is the distance from $\varepsilon$ to the nearest other level.

In the cube, $r=9.9\times10^{-4}$ eV gives a bound of $1.1\times10^{-5}$ eV; the actual error was $2.3\times10^{-6}$ eV. Reducing $r$ to $9.7\times10^{-5}$ eV reduced the error to $1.7\times10^{-8}$ eV.

## What the model leaves out

The inputs are in the regime of cuprous oxide, whose cubic lattice and same-parity band edges motivated the coupling. For that material, the assumption of a single valence doublet is broken: a fourfold band, separated from the top doublet by spin–orbit coupling, lies roughly 0.13 eV below the valence edge, less than the hole confinement energy of 0.16 eV. Mixing with it can shift $E_v$ and change the valence spacing, by amounts this model cannot supply.

Interactions matter too. With a rough permittivity of 7 both inside and outside the dot, the first-order electron–hole attraction between the uncorrelated edge states is 0.18 eV. This is twice the conduction spacing, so correlation matters: a continuum trial function with a factor $e^{-\alpha r_{eh}}$ raises it to about 0.22 eV. An optical transition energy includes this attraction, so it is not simply the gap $g$. For a dot in vacuum, the leading term of the surface polarization adds roughly 0.33 eV per carrier. It also strengthens the electron–hole attraction by about 0.66 eV, so the two effects largely cancel in an optical transition, but not in the gap for separately added carriers. If polarization widened that gap rigidly by 0.66 eV, the formula would lower $\kappa(d^*)$ from 106 to about 93. The position of the walls also matters: the model's amplitudes vanish on planes $8a=3.44$ nm apart, not 3.01 nm. In a continuum estimate, leakage through a 3 eV barrier at those planes lowers the electron level by about 0.01 eV, whereas hard walls 3.01 nm apart would raise it by about 0.03 eV and increase the hole confinement energy by about 0.05 eV. At 300 K, a single electron in thermal equilibrium among the model's conduction levels would be outside the lowest one with a probability of about 8%.

The energy corrections above are far larger than the solver's error. The remaining values for this cube are in the numerical output below.

## Numbers as computed

```
Cell edge: 0.43 nm; cube edge: 3.01 nm
Masses: electron 1.0, hole 0.6 m_e
Bulk gap: 2.20 eV; coupling V: 0.50 eV
Hoppings: t_c = 0.2061 eV, t_v = 0.3434 eV
Cells: 343; matrix dimension: 1372
Diagonalization: E_v = -0.160153 eV, E_c = 2.297202 eV
Dot gap g = 2.457355 eV; spacing delta = 0.093552 eV
W = 2.2825 eV; U = 6.2626 eV
Folded E_c: 2.297202 eV, E_ref 1.5 eV, 102 steps
  difference from diagonalization: 1.4e-12 eV
Folded E_v: -0.160153 eV, E_ref 0.6 eV, 70 steps
  difference from diagonalization: 1.1e-12 eV
Residual 9.9e-04 eV: error 2.3e-06, bound 1.1e-05 eV
Residual 9.7e-05 eV: error 1.7e-08, bound 1.0e-07 eV
Residual 9.7e-06 eV: error 2.5e-10, bound 1.0e-09 eV
Midgap reference: conduction weight 0.714
  residual of the mixture: 1.110 eV
Uncoupled 12^3 cube (dimension 6912): 199 steps
  closed form 2.235926 eV, difference 5.7e-12 eV
Best offset d*: formula 1.1819 eV, scan 1.1800 eV
Best E_ref = 1.1153 eV; folded gap 0.2299 eV^2
Step counts: angle error 1e-05 rad, mean of 3 starts
Columns: kappa | full Krylov | Chebyshev bound | three-vector
Direct: 24.4 | 29.3 | 42.3 | 38.7
Folded d = 0.0000 eV: 4481.2 | 248.0 | 669.2 | 690.0
Folded d = 0.0737 eV: 1698.6 | 194.3 | 401.9 | 422.3
Folded d = 0.2457 eV: 660.4 | 135.7 | 244.5 | 257.3
Folded d = 0.6143 eV: 254.9 | 88.3 | 148.0 | 153.0
Folded d = 1.1819 eV: 106.2 | 59.3 | 93.1 | 96.3
Folded d = 1.2164 eV: 397.2 | 69.7 | 187.0 | 135.3
Exponent of steps in kappa (d <= d*): full Krylov 0.388, three-vector 0.528
Step ratio to direct at d*: full 2.02, three-vector 2.49, sqrt-kappa 2.09
Step ratio to direct at edge: full 8.45, three-vector 17.84, sqrt-kappa 13.55
Ratio of H products, three-vector: d* 4.98, edge 35.69
5^3 cube: kappa edge 1562.2, d* 55.4
Exponents of kappa in (L+1): edge 3.66, d* 2.26
Rough inputs: permittivity 7, barrier 3 eV
Neglected electron-hole attraction: 0.178 eV
Neglected polarization per carrier, vacuum: 0.33 eV
Neglected barrier leakage, electron: 0.013 eV (decay 0.113 nm)
Hole confinement 0.160 eV; split-off band 0.13 eV away
Electron outside lowest level at 300 K: 7.6 %
```
